# Retarded Interactions in DMFT: Band Narrowing and the Segment Weight, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a retarded interaction to a narrower band

Q: You want to replace a frequency-dependent interaction $U(\omega)$ by a static one and a narrower band. The function $U(\omega)$ belongs to an action, while the Lang-Firsov transformation acts on a Hamiltonian. Which Hamiltonian?

A: One in which the screening medium is a set of harmonic oscillators, separate for each site. I set $\hbar=1$ and use atomic units in the algebra; numerical energies are in eV. For one site with charge $N=n_\uparrow+n_\downarrow$,
$$H_{\rm loc}=U_\infty n_\uparrow n_\downarrow-\mu N+\sum_a\left[\omega_a b_a^\dagger b_a+\lambda_a N(b_a+b_a^\dagger)\right].$$
Here $U_\infty$ is the instantaneous interaction. There are two assumptions: the medium responds linearly, and it couples to the total charge of its own site.

Q: How do I recover $U(\omega)$ from the couplings?

A: Drive the oscillators with a given $N(t)$. The equations of motion are
$$i\dot b_a=\omega_a b_a+\lambda_a N,\qquad i\dot b_a^\dagger=-\omega_a b_a^\dagger-\lambda_a N.$$
With time dependence $e^{-i\omega t}$ they give $b_a=\lambda_aN/(\omega-\omega_a)$ and $b_a^\dagger=-\lambda_aN/(\omega+\omega_a)$. The electron feels the potential $\lambda_a(b_a+b_a^\dagger)$, so the response per unit charge is
$$\lambda_a^2\left[\frac1{\omega-\omega_a}-\frac1{\omega+\omega_a}\right]=\frac{2\lambda_a^2\omega_a}{\omega^2-\omega_a^2}.$$
The retarded function has $\omega\to\omega+i0$:
$$U(\omega)=U_\infty+\sum_a\frac{2\lambda_a^2\omega_a}{(\omega+i0)^2-\omega_a^2}.$$
Since ${\rm Im}\,1/(x+i0)=-\pi\delta(x)$, for positive frequency
$$|{\rm Im}\,U(\omega)|=-{\rm Im}\,U(\omega)=\pi\sum_a\lambda_a^2\delta(\omega-\omega_a).$$
A passive medium has ${\rm Im}\,U\le0$ at $\omega>0$, which is what real couplings require. Any sum over oscillators can now be written as an integral:
$$\sum_a\lambda_a^2f(\omega_a)=\int_0^\infty\frac{d\omega}{\pi}\,|{\rm Im}\,U(\omega)|\,f(\omega).\tag{1}$$

Q: Then remove the coupling, and keep every sign.

A: Let $g_a=\lambda_a/\omega_a$, $P_a=b_a^\dagger-b_a$ and $S=\sum_ag_aNP_a$. Since $P_a^\dagger=-P_a$, $e^S$ is unitary. From $[b,b^\dagger]=1$ we have $[P_a,b_a]=-1$ and $[P_a,b_a^\dagger]=-1$. Hence $[S,b_a]=-g_aN$, and this commutes with $S$, so the series stops:
$$e^Sb_ae^{-S}=b_a-g_aN,\qquad e^Sb_a^\dagger e^{-S}=b_a^\dagger-g_aN.$$
For one oscillator, omitting its index, the two terms become
$$\omega(b^\dagger-gN)(b-gN)=\omega b^\dagger b-\omega gN(b+b^\dagger)+\omega g^2N^2,$$
$$\lambda N(b+b^\dagger-2gN)=\lambda N(b+b^\dagger)-2\lambda gN^2.$$
Because $\omega g=\lambda$, the linear terms cancel. The quadratic terms add to $(\lambda^2/\omega-2\lambda^2/\omega)N^2=-(\lambda^2/\omega)N^2$.

Q: A term in $N^2$ is not just a change of $U$.

A: It also changes the level. For each spin $n_\sigma^2=n_\sigma$, so $N^2=N+2n_\uparrow n_\downarrow$. Define
$$\Lambda=\sum_a\frac{\lambda_a^2}{\omega_a}=\int_0^\infty d\omega\,\frac{|{\rm Im}\,U(\omega)|}{\pi\omega}.$$
The transformed site is
$$\tilde H_{\rm loc}=U_{\rm scr}n_\uparrow n_\downarrow-\tilde\mu N+\sum_a\omega_ab_a^\dagger b_a,$$
$$U_{\rm scr}=U_\infty-2\Lambda,\qquad\tilde\mu=\mu+\Lambda.$$
Setting $\omega=0$ in $U(\omega)$ gives the same $U_\infty-2\Lambda$, so $U_{\rm scr}=U(0)$. The energy $\Lambda$ is what one electron gains when the medium relaxes around it.

Q: So far the retardation has vanished from the atom. Where did it go?

A: Into the electron operators. Let $d$ remove an electron of either spin. Since $[N,d]=-d$, we have $[S,d]=-\sum_ag_aP_ad$. The $P_a$ commute with $d$ and with $S$, so repeated commutators build an exponential:
$$e^Sde^{-S}=X^\dagger d,\qquad e^Sd^\dagger e^{-S}=Xd^\dagger,\qquad X=\exp\Big(\sum_ag_aP_a\Big).$$
The bare $d^\dagger$ adds an electron but leaves the oscillators where they were. The transformed basis measures them from the equilibrium for the present charge, and that equilibrium has just moved. The factor $X$ records their displacement from it. A hop from site $j$ to site $i$ becomes
$$-t\,d_i^\dagger d_j\ \longrightarrow\ -t\,X_iX_j^\dagger\,d_i^\dagger d_j.$$
This is still the full problem in another basis.

Q: Now you need an approximation. Which one, and what does it cost?

A: Suppose that the lowest screening frequency is far above the temperature and the energies exchanged in electronic transitions. Then the low-energy states contain no quanta in the transformed basis, and to first order in $t$ we replace $X_iX_j^\dagger$ by its vacuum average.

For $[A,B]$ a number, $e^{A+B}=e^Ae^Be^{-[A,B]/2}$. With $A=gb^\dagger$ and $B=-gb$, $[A,B]=-g^2[b^\dagger,b]=g^2$. Therefore
$$\langle0|e^{gP}|0\rangle=e^{-g^2/2}\langle0|e^{gb^\dagger}e^{-gb}|0\rangle=e^{-g^2/2},$$
since $b|0\rangle=0$ and $\langle0|b^\dagger=0$. Changing the sign of $g$ changes nothing.

Q: That exponent has a factor one half. Does the band factor keep it?

A: One half belongs to each site. The charge leaves one cloud and needs another, and the clouds are independent, so the averages multiply:
$$\langle X_iX_j^\dagger\rangle=\Big(e^{-\frac12\sum_ag_a^2}\Big)^2=e^{-\sum_ag_a^2}.$$
Equation (1) with $f=1/\omega^2$ gives
$$t\to Z_Bt,\qquad Z_B=e^{-\kappa},\qquad\kappa=\int_0^\infty d\omega\,\frac{|{\rm Im}\,U(\omega)|}{\pi\omega^2}.\tag{2}$$
If all hopping elements connect sites of this kind, the whole band narrows by $Z_B$.

Q: And if the interaction is nonlocal, so that two sites share an oscillator?

A: Then (2) changes. For shared modes with real couplings $g_{ia}$ and $g_{ja}$, the hop contains $\exp[\sum_a(g_{ia}-g_{ja})P_a]$, whose average is
$$\exp\Big[-\tfrac12\sum_a(g_{ia}-g_{ja})^2\Big].$$
Separate oscillators of equal strength on the two sites give back $Z_B$. If both sites displace the same modes equally, the factor is one, because the hop leaves the medium unchanged.

Q: Give me numbers for the local case.

A: Take a model continuum
$$|{\rm Im}\,U(\omega)|=3\sqrt{(\omega-9\ {\rm eV})(25\ {\rm eV}-\omega)}$$
between 9 and 25 eV and zero at other positive frequencies. Let $U_\infty=16$ eV and the bare bandwidth be $W=4$ eV. Quadrature gives $\Lambda=6$ eV and $\kappa=0.4$. Thus
$$U_{\rm scr}=16-2\times6=4\ {\rm eV},\qquad Z_B=e^{-0.4}=0.670,$$
$$Z_BW=0.670\times4=2.68\ {\rm eV}.$$
In hartree the screened interaction is 0.147 and the reduced bandwidth 0.0985. The static interaction falls by a factor of four, and the band by about a third.

Q: How large is the error from dropping excited oscillators?

A: Consider one electron and replace the continuum by one oscillator per site with the same $\Lambda$ and $\kappa$. From $\Lambda=\lambda^2/\omega_0$ and $\kappa=\lambda^2/\omega_0^2$,
$$\omega_0=\frac\Lambda\kappa=\frac6{0.4}=15\ {\rm eV},\qquad\lambda=\sqrt{\Lambda\omega_0}=\sqrt{90}=9.49\ {\rm eV}.$$
Let the electron go $i\to j\to k$, with $k\ne i$. Quanta left on $i$ could not be removed by the second hop, so $i$ contributes $e^{-\kappa/2}$. The final site $k$ contributes the same. On $j$ there may be $m\ge1$ quanta between the hops. Expanding $e^{gb^\dagger}|0\rangle$ gives $\langle m|X|0\rangle=e^{-\kappa/2}g^m/\sqrt{m!}$, so creating and removing them contributes $e^{-\kappa}\kappa^m/m!$. The energy denominator is $-m\omega_0$. The second-order matrix element is thus
$$-\frac{t^2Z_B^2}{\omega_0}\sum_{m=1}^\infty\frac{\kappa^m}{m\,m!}.$$
It is even in $t$: for $t>0$ it has the same sign as $-tZ_B$, for $t<0$ the opposite sign.

Q: Does this show up in a real spectrum, or only in your perturbation theory?

A: Put the electron on a three-site ring. An effective hop $-t_{\rm eff}$ gives levels $-2t_{\rm eff}$ and, twice, $t_{\rm eff}$, with splitting $3t_{\rm eff}$. Each pair of sites has one possible intermediate site, so
$$\frac{\text{splitting}}{3t}=Z_B+\frac{tZ_B^2}{\omega_0}\sum_{m=1}^\infty\frac{\kappa^m}{m\,m!}+O(t^2).$$
The coefficient of $t$ is 0.0133 eV$^{-1}$, both from this formula and from diagonalization of the ring with its oscillators. At $t=1$ eV the diagonalized factor is 0.679, which is 1.3% above $Z_B$ relative to $Z_B$; at $t=-1$ eV it is 0.653, which is 2.7% below. The single oscillator matches only $\Lambda$ and $\kappa$. With the full continuum on each site the same second-order coefficient is 0.0141 eV$^{-1}$, about 6% larger, because the slower modes have smaller denominators.

A two-site cluster behaves differently. An even number of hops returns its electron to the starting site and shifts both sites equally. Only odd orders enter the splitting, so splitting$/(2t)$ is even in $t$. Doubling $t$ from 0.25 to 0.5 eV multiplies the deviation from $Z_B$ by 4.00 in the diagonalization. At $t=1$ eV the factor is 0.668.

Q: Those clusters hold one electron. A correlated lattice also has the energy $U_{\rm scr}$.

A: That is a real limitation. If a doubly occupied site and an empty neighbour become two singly occupied sites, the energy $U_{\rm scr}$ is released. Creating one quantum of frequency $\omega$ then has the net cost $\omega-U_{\rm scr}$, before band energies are counted. At the lower edge of the example this is $9-4=5$ eV, not far above the 4 eV bandwidth. So 2.68 eV is a leading antiadiabatic estimate for the lattice, and the cluster errors are no bound on its error. Away from such resonances, two hops and one denominator give corrections of order $t^2/\omega$ to energies, or $t/\omega$ relative to the hopping. Relative to the exchange energy, which is itself of order $t^2$, they do not shrink with $t$. For two electrons on two sites with the single oscillator, the virtual doubly occupied state may hold $m$ quanta shared between both sites, and to second order the singlet-triplet gap is
$$J=4t^2Z_B^2\sum_{m=0}^\infty\frac{(2\kappa)^m}{m!\,(U_{\rm scr}+m\omega_0)}.$$
The static model keeps only $m=0$. In the example the full sum is 21% larger, an error governed by $U_{\rm scr}/\omega_0$.

Q: If the electron carries a cloud, photoemission should not see a full electron at low energy.

A: It does not. In the Green's function of $d$, both the removal and the addition operator carry a displacement factor. When no quanta are excited, each contributes $e^{-\kappa/2}$, hence
$$G(\omega)\simeq Z_BG_{\rm p}(\omega)\tag{3}$$
at low energy. Here $G_{\rm p}$ is the Green's function of the transformed electron, the polaron, normalized to one. The anticommutator $\{d,d^\dagger\}=1$ fixes the total spectral weight at one, so at this order the missing $1-Z_B=0.33$ lies in processes that excite quanta. Diagonalization of the dimer, extrapolated to zero hopping, gives a low-energy weight of 0.6703, in agreement with $Z_B$.

Q: In dynamical mean-field theory there is one impurity and a bath. The bath has no oscillator, so you get only one factor $e^{-\kappa/2}$. Does the narrowing come out wrong?

A: The self-consistency supplies the other factor. Let $V_p$ couple the impurity to bath level $\epsilon_p$, and let $\Delta(\omega)=\sum_p|V_p|^2/(\omega+i0-\epsilon_p)$. One displacement factor gives $V_p\to e^{-\kappa/2}V_p$, so the polaron sees $\Delta_{\rm p}=Z_B\Delta$. On the Bethe lattice of infinite coordination, with bandwidth $W=4t_*$, the self-consistency condition is $\Delta=t_*^2G$. With (3),
$$\Delta_{\rm p}=Z_Bt_*^2G=Z_B^2t_*^2G_{\rm p}=(Z_Bt_*)^2G_{\rm p}.$$
This is the condition for a polaron lattice of bandwidth $Z_BW$. It holds in the low-energy sector; the high-energy part of the bath has been left out.

Q: A metal has particle-hole excitations down to zero energy. What if $|{\rm Im}\,U|$ starts linearly?

A: Then (2) fails. If $|{\rm Im}\,U|\propto\omega^s$, the integrand near zero is $\omega^{s-2}$, and convergence needs $s>1$. At $s=1$ the integral diverges logarithmically. For example,
$$U(\omega)=U_\infty-\frac{A\Omega^2}{\Omega^2-\omega^2-i\Gamma\omega},\qquad|{\rm Im}\,U|\simeq\frac{A\Gamma}{\Omega^2}\,\omega\quad(\omega\to0).$$
Each further decade towards zero adds $A\Gamma\ln10/(\pi\Omega^2)$ to $\kappa$. With $A=12$, $\Gamma=3$ and $\Omega=15$ eV this is 0.117. The result $Z_B\to0$ does not prove that the band has vanished: modes slower than the electrons violate the assumption behind (2). They have to remain dynamical, and only the fast part of the spectrum may be put into $Z_B$.

## Second half: the weight of a segment configuration

The site charge is $N$, and $\omega_a,\lambda_a$ are the oscillator frequencies and couplings, with $g_a=\lambda_a/\omega_a$ and $P_a=b_a^\dagger-b_a$. The loss function obeys $|{\rm Im}\,U|=\pi\sum_a\lambda_a^2\delta(\omega-\omega_a)$ for $\omega>0$. After the transformation the site has the static parameters $U_{\rm scr}=U_\infty-2\Lambda$ and $\tilde\mu=\mu+\Lambda$, with $\Lambda=\sum_a\lambda_a^2/\omega_a$. Creation of an electron carries $X=\exp(\sum_ag_aP_a)$ and annihilation carries $X^\dagger$. For fast oscillators the hopping is reduced by $Z_B=e^{-\kappa}$, with $\kappa=\sum_ag_a^2$.

When the screening oscillators are fast, the retarded local interaction can be replaced by the static $U_{\rm scr}$, a shifted level and a band narrowed by $Z_B$; slow modes cannot be absorbed in this way. What remains is to find the weight of a segment configuration when those modes stay dynamical.

All numerical values are calculated from the stated model.
